# The Galitskii-Migdal formula: total energy from the one-particle spectral function

**Q.** The one-particle Green's function carries information about adding or removing one electron. The interaction energy is a two-particle quantity. I doubt that the total energy can be read off the spectral function.

**A.** It can when the interaction is a two-body force, because the energies at which electrons are removed involve the interaction. I use Hartree units, zero temperature and a finite set of orthonormal spin orbitals, so that every sum is finite. The Hamiltonian is \(H=T+V\),
\[
T=\sum_{pq}h_{pq}a_p^\dagger a_q,\qquad V=\tfrac14\sum_{qrst}\langle qr\|st\rangle\,a_q^\dagger a_r^\dagger a_t a_s ,
\]
where \(h\) holds the kinetic energy and the external potential, and \(\langle qr\|st\rangle\) is antisymmetric in each index pair. Nuclear repulsion is a constant added afterwards. Let \(|0\rangle\) be the non-degenerate \(N\)-electron ground state with energy \(E_0\), and \(|m\rangle\), \(|n\rangle\) the eigenstates with \(N-1\) and \(N+1\) electrons. The Green's function at complex \(z\) is
\[
G_{pq}(z)=\sum_m\frac{\langle0|a_q^\dagger|m\rangle\langle m|a_p|0\rangle}{z-\varepsilon_m^-}+\sum_n\frac{\langle0|a_p|n\rangle\langle n|a_q^\dagger|0\rangle}{z-\varepsilon_n^+},
\]
with \(\varepsilon_m^-=E_0-E_m\) and \(\varepsilon_n^+=E_n-E_0\). Write it as \(G(z)=\sum_kR_k/(z-\varepsilon_k)\) with Hermitian, positive semidefinite residue matrices \(R_k\). The spectral function is \(A(\omega)=\sum_kR_k\,\delta(\omega-\varepsilon_k)\). Summing all residues with completeness gives \(\sum_kR_{k,pq}=\langle\{a_p,a_q^\dagger\}\rangle=\delta_{pq}\). I assume a gap, \(E_N-E_{N-1}<\mu<E_{N+1}-E_N\) for the three ground-state energies, so that all removal poles lie below \(\mu\) and all addition poles above it.

Two moments of the removal part are needed. Completeness over \(m\) gives the density matrix,
\[
\int_{-\infty}^{\mu}\!d\omega\,A_{pq}=\langle a_q^\dagger a_p\rangle\equiv\gamma_{pq},\qquad \mathrm{Tr}[h\gamma]=\sum_{pq}h_{qp}\langle a_q^\dagger a_p\rangle=\langle T\rangle .
\]
For the first moment, \(H\) acting to the right on \(|0\rangle\) and to the left on \(\langle m|\) gives \(\langle m|[a_p,H]|0\rangle=(E_0-E_m)\langle m|a_p|0\rangle=\varepsilon_m^-\langle m|a_p|0\rangle\). Completeness then yields
\[
\int_{-\infty}^{\mu}\!d\omega\,\omega A_{pq}=\langle a_q^\dagger[a_p,H]\rangle .
\]

**Q.** That only moves the problem into a commutator. What is its trace?

**A.** For \(T\), use \(a_pa_q^\dagger=\delta_{pq}-a_q^\dagger a_p\) and \(a_pa_r=-a_ra_p\): \(a_pa_q^\dagger a_r=\delta_{pq}a_r+a_q^\dagger a_ra_p\). So \([a_p,T]=\sum_rh_{pr}a_r\) and \(\sum_pa_p^\dagger[a_p,T]=T\). For \(V\), move \(a_p\) through two creators,
\[
a_pa_q^\dagger a_r^\dagger=\delta_{pq}a_r^\dagger-\delta_{pr}a_q^\dagger+a_q^\dagger a_r^\dagger a_p ,
\]
and note that \(a_p\) commutes with the pair \(a_ta_s\), so the last term cancels in the commutator. The two remaining terms are equal by antisymmetry of the integral:
\[
J_p\equiv[a_p,V]=\tfrac14\sum\langle qr\|st\rangle(\delta_{pq}a_r^\dagger-\delta_{pr}a_q^\dagger)a_ta_s=\tfrac12\sum_{rst}\langle pr\|st\rangle a_r^\dagger a_ta_s .
\]
Multiplying by \(a_p^\dagger\) and summing rebuilds \(V\) with prefactor \(\tfrac12\) in place of \(\tfrac14\), so \(\sum_pa_p^\dagger J_p=2V\). The trace of the first moment is therefore \(\langle T\rangle+2\langle V\rangle\): each pair interaction is lost when either of its two electrons is removed, so it is counted twice. Adding \(\mathrm{Tr}[h\gamma]=\langle T\rangle\) and halving gives the Galitskii-Migdal formula, and subtracting isolates the interaction:
\[
E_0=\tfrac12\int_{-\infty}^{\mu}\!d\omega\,\mathrm{Tr}[(\omega+h)A(\omega)],\tag{a}
\]
\[
\langle V\rangle=\tfrac12\int_{-\infty}^{\mu}\!d\omega\,\mathrm{Tr}[(\omega-h)A(\omega)].
\]
For \(V=0\) the residues project on eigenvectors of \(h\), the second integrand vanishes, and (a) is the sum of the occupied levels.

**Q.** The factor one half looks fragile. What breaks it?

**A.** A many-body force. For a term with \(k\) creators and \(k\) annihilators, \(a_p\) passes all \(2k\) operators with total sign \(+1\), so only the \(k\) contractions survive. The contraction with the \(j\)-th creator carries \((-1)^{j-1}\), and returning \(a_p^\dagger\) to slot \(j\) costs the same sign. Hence \(\sum_pa_p^\dagger[a_p,O_k]=kO_k\). With a three-body term \(V_3\), the right side of (a) is \(\tfrac12\langle2T+2V+3V_3\rangle=E_0+\tfrac12\langle V_3\rangle\). In a random six-orbital model with complex integrals and three particles, (a) returns the exact \(-5.32137717\) Ha; after a three-body term is added, \(\langle V_3\rangle=0.09911557\) Ha and (a) misses \(E_0\) by \(0.04955778\) Ha, one half of it.

The gap plays a smaller part. The algebra holds for any eigenstate if the sum runs over the removal poles. The gap only allows "removal" to be recognised as "below \(\mu\)".

**Q.** Where does the self-energy enter? So far it has not appeared.

**A.** Through the equation of motion. Write \(z/(z-\varepsilon)=1+\varepsilon/(z-\varepsilon)\) in each term of \(zG\). The ones sum to the unit matrix. In the other terms \(\varepsilon\) is absorbed into a commutator, for removal as above and for addition by \(\langle0|[a_p,H]|n\rangle=(E_n-E_0)\langle0|a_p|n\rangle\). With \([a_p,H]=\sum_rh_{pr}a_r+J_p\),
\[
zG=1+hG+F,
\]
where \(F_{pq}(z)\) is the Lehmann sum of \(G_{pq}\) with \(a_p\) replaced by \(J_p\). Off the real axis \(G\) is invertible: for any vector \(u\neq0\), \(\mathrm{Im}\,u^\dagger Gu=-\mathrm{Im}z\sum_ku^\dagger R_ku/|z-\varepsilon_k|^2\), which cannot vanish because the \(u^\dagger R_ku\) are non-negative and sum to \(u^\dagger u\). So the Dyson equation \((z-h-\Sigma)G=1\) defines \(\Sigma(z)\), and
\[
\Sigma G=(z-h)G-1=F=\sum_k\frac{(\varepsilon_k-h)R_k}{z-\varepsilon_k}.
\]
The last form uses only \(\sum_kR_k=1\). Because the reference operator is the bare \(h\), this \(\Sigma\) contains the Hartree term. The sum of the traced residues of \(\Sigma G\) below \(\mu\) is \(2\langle V\rangle\). Although \(\Sigma\) has poles of its own, the product has only those of \(G\): a pole of \(\Sigma\) is a pole of \(G^{-1}\) and is cancelled when multiplied by \(G\).

**Q.** How does a sum of residues on the real axis become an integral along the imaginary one? \(\Sigma G\) falls only as \(1/z\), so the integral does not obviously exist.

**A.** It needs a convergence factor, and the sign of that factor selects the removal poles. Put \(z=\mu+i\nu\), \(x=\varepsilon-\mu\neq0\), \(\eta>0\), and consider \(\int d\nu\,e^{i\nu\eta}/[2\pi(i\nu-x)]\). The exponential decays in the upper half of the \(\nu\) plane, so the contour closes there, counterclockwise, and Jordan's lemma removes the arc. Since \(i\nu-x=i(\nu+ix)\), the pole is at \(\nu=-ix\), in the upper half-plane only for \(x<0\). Its contribution is \(2\pi i\cdot e^{x\eta}/(2\pi i)\):
\[
\int_{-\infty}^{\infty}\frac{d\nu}{2\pi}\frac{e^{i\nu\eta}}{i\nu-x}=e^{x\eta}\,\theta(-x).
\]
Applying this to each term of \(\Sigma G\) and letting \(\eta\to0^+\),
\[
\langle V\rangle=\tfrac12\int_{-\infty}^{\infty}\frac{d\nu}{2\pi}\,e^{i\nu0^+}\,\mathrm{Tr}[\Sigma G](\mu+i\nu).\tag{b}
\]
The same step applied to \(G\) gives \(\gamma\). The result depends on \(\mu\) only through the step functions, so any \(\mu\) in the gap serves. If \(\mu\) is lowered past a pole \(\varepsilon\) with residue \(R\), the right side changes by \(-\tfrac12\mathrm{Tr}[(\varepsilon-h)R]\). A pole exactly at \(\mu\) puts a singularity on the contour, and this zero-temperature derivation does not cover that case.

**Q.** A factor \(e^{i\nu0^+}\) cannot be put on a quadrature grid. How is it evaluated?

**A.** By finding the \(1/z\) tail and treating it exactly. Pair \(\nu\) with \(-\nu\) in the basic term, without any factor:
\[
\int_0^\infty\frac{d\nu}{2\pi}\Big[\frac1{i\nu-x}+\frac1{-i\nu-x}\Big]=-\int_0^\infty\frac{d\nu}{\pi}\frac{x}{\nu^2+x^2}=-\tfrac12\,\mathrm{sgn}\,x .
\]
Since \(\theta(-x)=\tfrac12-\tfrac12\mathrm{sgn}\,x\), any \(f(z)=\sum_kc_k/(z-\varepsilon_k)\) obeys
\[
\int_{-\infty}^{\infty}\frac{d\nu}{2\pi}e^{i\nu0^+}f=\tfrac12\sum_kc_k+\int_0^\infty\frac{d\nu}{2\pi}\,[f(\mu+i\nu)+f(\mu-i\nu)] .
\]
The factor is worth half the coefficient of the \(1/z\) tail. For \(f=G\), Hermitian residues give \(G(z^*)=G(z)^\dagger\), and \(\gamma=\tfrac12+\int_0^\infty\frac{d\nu}{2\pi}(G+G^\dagger)\). For \(f=\mathrm{Tr}\,\Sigma G\) the \(c_k=\mathrm{Tr}[(\varepsilon_k-h)R_k]\) are real, being traces of products of two Hermitian matrices, so the bracket is \(2\,\mathrm{Re}f\), and \(\sum_kc_k=\mathrm{Tr}(M_1-h)\) with moments \(M_j=\sum_k\varepsilon_k^jR_k\).

The moment \(M_1\) now runs over both kinds of pole, so completeness gives \(M_{1,pq}=\langle\{[a_p,H],a_q^\dagger\}\rangle=h_{pq}+\langle\{J_p,a_q^\dagger\}\rangle\). From \(a_ta_sa_q^\dagger=\delta_{sq}a_t-\delta_{tq}a_s+a_q^\dagger a_ta_s\) and \(a_r^\dagger a_q^\dagger+a_q^\dagger a_r^\dagger=0\),
\[
\{a_r^\dagger a_ta_s,a_q^\dagger\}=\delta_{sq}a_r^\dagger a_t-\delta_{tq}a_r^\dagger a_s .
\]
Inserted into \(J_p\), the two terms are again equal by antisymmetry and remove the \(\tfrac12\):
\[
M_1-h=\Sigma_\infty,\qquad \Sigma_{\infty,pq}=\sum_{rs}\langle pr\|qs\rangle\gamma_{sr}.
\]
This is the Hartree plus exchange potential built from the exact \(\gamma\). It is the large-\(z\) limit of \(\Sigma\): with \(G=z^{-1}(1+X)\), \(X=M_1/z+M_2/z^2+\dots\), the inverse is \(z(1-X+X^2-\dots)=z-M_1-(M_2-M_1^2)/z+\dots\), so
\[
\Sigma=z-h-G^{-1}=\Sigma_\infty+S_1/z+\dots,\qquad S_1=M_2-M_1^2 .
\]
The folded form of (b) is thus \(\langle V\rangle=\tfrac14\mathrm{Tr}\,\Sigma_\infty+\int_0^\infty\frac{d\nu}{2\pi}\mathrm{Re}\,\mathrm{Tr}\,\Sigma G\).

**Q.** \(\mathrm{Tr}\,\Sigma_\infty\) runs over all orbitals, occupied or not, and grows with the basis. That is an awkward piece of a physical energy.

**A.** It cancels against part of the integral, and the cancellation can be made beforehand. Split \(\Sigma=\Sigma_\infty+\Sigma_c(z)\). The constant matrix comes out of the integral in (b) and leaves \(\tfrac12\mathrm{Tr}[\Sigma_\infty\gamma]\). The rest, \(\Sigma_cG=\Sigma G-\Sigma_\infty G\), is again a sum over the poles of \(G\), and its \(1/z\) coefficient is \(\Sigma_\infty-\Sigma_\infty=0\). Its traced residues are real for the same reason as before. Therefore
\[
\langle V\rangle=\tfrac12\mathrm{Tr}[\Sigma_\infty\gamma]+U_c,\qquad U_c=\int_0^\infty\frac{d\nu}{2\pi}\,\mathrm{Re}\,\mathrm{Tr}[\Sigma_cG](\mu+i\nu),\tag{c}
\]
with an integrand that falls as \(\mathrm{Tr}S_1/z^2\to-\mathrm{Tr}S_1/\nu^2\). The first term is \(\tfrac12\sum\langle pr\|qs\rangle\gamma_{qp}\gamma_{sr}\), the Hartree and exchange energy of \(\gamma\); \(U_c\) is the part of \(\langle V\rangle\) that does not factorise into density matrices.

**Q.** Show me this on an atom.

**A.** Take Be in the STO-3G basis: ten spin orbitals, four electrons, exact diagonalisation in the \(N=3,4,5\) sectors. All digits refer to this basis and are kept to show that the routes agree; they are not a statement about the real atom (in cc-pVDZ the full-CI energy is \(-14.6174\) Ha and the gap runs from \(-0.341\) to \(0.045\) Ha). The gap runs from \(-0.305455\) to \(0.238747\) Ha (the anion is unbound in this basis, which does no harm), and the midpoint is \(\mu=-0.033354\) Ha. Each group of degenerate removal poles contributes \(\tfrac12(\varepsilon\,\mathrm{Tr}R+\mathrm{Tr}\,hR)\) to (a). The first ionisation pole has \(\mathrm{Tr}R=1.791438\) and \(\mathrm{Tr}\,hR=-3.149384\) Ha:
\[
\tfrac12(-0.305455\times1.791438-3.149384)=\tfrac12(-0.547204-3.149384)=-1.848294\ \text{Ha}.
\]
The core pole at \(-4.479605\) Ha, with weight \(1.998383\), gives \(-12.326663\) Ha. A satellite at \(-0.452277\) Ha, with weight \(0.208460\), gives \(-0.217469\) Ha. Two weak poles give \(-0.008080\) and \(-0.002537\) Ha, and all others \(-0.000612\) Ha. The sum is \(-14.403655\) Ha. From the moments,
\[
E_0=\tfrac12(-9.60353079-19.20377942)=-14.4036551\ \text{Ha}=-391.943\ \text{eV},
\]
equal to the independent full-CI energy \(-14.40365511\) Ha. The wavefunction gives \(\langle V\rangle=4.80012431\) Ha, and both imaginary-axis forms reproduce it:
\[
5.22992300-0.42979869=4.80012431,\qquad 4.94709676-0.14697245=4.80012431 .
\]
Dropping the convergence factor would lose the \(5.22992300\) Ha and leave a negative \(\langle V\rangle\). The integrand of \(U_c\) is \(-1.688500\), \(-0.921439\), \(-0.188559\) and \(-0.009010\) at \(\nu=0.01\), \(0.3\), \(1\) and \(5\) Ha; at \(\nu=1000\) Ha, \(\nu^2\) times it is \(-0.244280\) Ha\(^2\), against \(\mathrm{Tr}S_1=0.244283\) Ha\(^2\). Placing \(\mu\) at \(-0.378866\) Ha, below the first pole, shifts (b) by \(-\tfrac12(-0.547204+3.149384)=-1.301090\) Ha, as the quadrature finds. The numerical check asserts these agreements for Be and for the complex model.

**Q.** So the correlation energy of this atom is \(U_c=-0.147\) Ha?

**A.** No. The correlation energy is \(E_0-E_{\rm HF}=-0.05177463\) Ha. The remainder, \(\mathrm{Tr}[h\gamma]+\tfrac12\mathrm{Tr}[\Sigma_\infty\gamma]-E_{\rm HF}=+0.09519782\) Ha, is the price of moving occupation out of the Hartree-Fock orbitals, and \(0.09519782-0.14697245=-0.05177463\). In second-order perturbation theory about Hartree-Fock the ratio of \(U_c\) to the correlation energy is fixed. A double excitation \(D\) with coupling \(V_D\) and denominator \(\Delta_D>0\) (a difference of orbital energies) has amplitude \(-V_D/\Delta_D\), and \(E^{(2)}=-\sum_D|V_D|^2/\Delta_D\). Single excitations do not couple to the Hartree-Fock determinant, because that coupling is the occupied-empty block of the Fock matrix, which vanishes in the Hartree-Fock orbitals; the first-order state therefore contains doubles only. A one-body operator \(a_q^\dagger a_p\) cannot connect a double to the reference, so the change \(\delta\gamma\) is of second order. To first order in \(\delta\gamma\) the expression \(\mathrm{Tr}[h\gamma]+\tfrac12\mathrm{Tr}[\Sigma_\infty\gamma]\) changes by \(\mathrm{Tr}[f\,\delta\gamma]\), with \(f\) the Fock matrix, because the quadratic term contributes twice its half. This is the rise of \(\langle\sum f_{pq}a_p^\dagger a_q\rangle\), namely \(\sum_D|V_D/\Delta_D|^2\Delta_D=-E^{(2)}\). Then \(E^{(2)}=-E^{(2)}+U_c\), so \(U_c=2E^{(2)}\). For Be in STO-3G the ratio is \(0.14697/0.05177=2.84\), well outside that regime. The value depends on the basis: full CI gives \(2.71\) in cc-pVDZ and \(2.44\) in cc-pCVDZ, which adds core correlation.

**Q.** All this used the exact \(G\). In GW neither \(G\) nor \(\Sigma\) is exact. What survives?

**A.** The equality of (a) with \(\mathrm{Tr}[h\gamma]\) plus (b) used real poles, \(\sum_kR_k=1\), no pole at \(\mu\), and the Dyson equation with the bare \(h\). Any pair \((G,\Sigma)\) with these properties keeps the equality; that the common value is \(E_0\) is lost. For a static \(\Sigma\) the value is \(\mathrm{Tr}[h\gamma_0]+\tfrac12\mathrm{Tr}[\Sigma\gamma_0]\). With the Hartree-Fock potential \(\Sigma_{\rm HF}\), where \(\varepsilon_i=h_{ii}+\sum_j\langle ij\|ij\rangle\), this is \(\tfrac12\sum_i(\varepsilon_i+h_{ii})=E_{\rm HF}\). For Be the two spins cancel the half: \((-4.483992-7.857501)+(-0.254038-1.756350)=-14.35188\) Ha. A Kohn-Sham \(G_0\) gives \(\tfrac12\mathrm{Tr}[v_{\rm Hxc}\gamma_0]\) as the interaction part, which in general differs from \(E_{\rm H}+E_{\rm xc}\) of the Kohn-Sham energy expression; the two coincide in special cases such as a two-electron singlet with exact exchange only, where \(v_{\rm x}=-v_{\rm H}/2\).

Now GW on the Hartree-Fock \(G_0\), with real orbitals, \(i\) occupied, \(a\) empty, \(x_p=\varepsilon_p-\mu_0\), \(\Delta_{ia}=\varepsilon_a-\varepsilon_i\), and Coulomb integrals \((pq|rs)\) between orbital products. The approximation is defined by
\[
\Sigma_{c,pq}(\mu_0+i\nu)=-\sum_r\int\frac{d\nu'}{2\pi}\frac{W^c_{pr,qr}(i\nu')}{i\nu+i\nu'-x_r},\qquad W^c_{pr,qs}=\sum(pr|ia)\,\chi_{ia,jb}\,(jb|qs),
\]
with \(\chi=\chi_0+\chi_0K\chi\), \(K_{ia,jb}=(ia|jb)\), and \(\chi_0\) the frequency integral of \(G_0G_0\). Partial fractions and the basic integral (a real shift of \(\nu\) does not change it) give
\[
\int\frac{d\nu}{2\pi}\frac1{(i\nu+i\nu'-x_r)(i\nu-x_p)}=\frac{\theta(-x_r)-\theta(-x_p)}{x_r-x_p-i\nu'} .
\]
This vanishes unless one orbital is occupied and the other empty. It equals \(-1/(\Delta-i\nu')\) for \((r,p)=(a,i)\) and \(-1/(\Delta+i\nu')\) for \((i,a)\); the sum is \(\chi_{0,ia}=-2\Delta/(\nu'^2+\Delta^2)\), a diagonal matrix in the pair index. Insert \(\Sigma_c\) into \(\tfrac12\int\frac{d\nu}{2\pi}\mathrm{Tr}\,\Sigma_cG_0\) and do the \(\nu\) integral first, which absolute convergence permits. With tr the trace over pairs, \(W^c=K\chi K\) on pair indices, \(\chi_0K\chi=\chi-\chi_0\), and an integrand even in \(\nu'\),
\[
U_c[G_0]=-\tfrac12\int_{-\infty}^{\infty}\frac{d\nu'}{2\pi}\,\mathrm{tr}[\chi_0K\chi K]=-\int_0^\infty\frac{d\nu'}{2\pi}\,\mathrm{tr}[(\chi-\chi_0)K].
\]

**Q.** That has the look of the RPA correlation energy. Is it?

**A.** It is its derivative with respect to coupling strength. Scale \(K\to\lambda K\) at fixed orbitals and set \(\tilde K=\Delta^{1/2}K\Delta^{1/2}\), \(M_\lambda=\Delta^2+2\lambda\tilde K\). At \(\lambda=1\), with \(M\equiv M_{\lambda=1}\),
\[
\chi^{-1}=\chi_0^{-1}-K=-\tfrac12\Delta^{-1/2}(\nu^2+M)\Delta^{-1/2},\qquad \chi=-2\Delta^{1/2}(\nu^2+M)^{-1}\Delta^{1/2}.
\]
The Coulomb matrix \(K\) is positive semidefinite, so \(M=Z\Omega^2Z^T\) with real \(\Omega_s>0\). Using \(\int_0^\infty\frac{d\nu}{\pi}(\nu^2+\Omega^2)^{-1}=1/2\Omega\), and \(M\to\Delta^2\) for \(\chi_0\),
\[
U_c[G_0]=\tfrac12\mathrm{tr}[M^{-1/2}\tilde K]-\tfrac12\mathrm{tr}K .
\]
The direct-RPA correlation energy is \(E_c^{\rm RPA}(\lambda)=\tfrac12\mathrm{tr}[M_\lambda^{1/2}-\Delta-\lambda K]\). For a trace of a matrix function, \(\frac{d}{d\lambda}\mathrm{tr}M_\lambda^{1/2}=\tfrac12\mathrm{tr}[M_\lambda^{-1/2}\,2\tilde K]\), since each eigenvalue changes by the diagonal element of \(2\tilde K\). Hence \(U_c[G_0]=dE_c^{\rm RPA}/d\lambda\) at \(\lambda=1\). If the \(\lambda^2\) term dominated, the derivative would be twice the energy. For Be the trace, the \(\chi\) integral and a finite-difference derivative all give \(-0.06403601\) Ha, while \(E_c^{\rm RPA}=-0.03636455\) Ha, a ratio of \(1.76\).

The pair \((G_0,\Sigma_{\rm HF}+\Sigma_c)\) does not satisfy the Dyson equation, and the two routes part: (a) with \(G_0\) gives \(E_{\rm HF}\), whereas \(\mathrm{Tr}[h\gamma_0]\) plus (b) gives \(E_{\rm HF}+U_c[G_0]=-14.41591649\) Ha. Relative to full CI in the same basis this is \(0.0123\) Ha too low, and \(E_{\rm HF}+E_c^{\rm RPA}=-14.38824502\) Ha is \(0.0154\) Ha too high. These deviations are specific to STO-3G: they become \(-0.030\) and \(+0.004\) Ha in cc-pVDZ, and \(-0.105\) and \(-0.019\) Ha in cc-pCVDZ, where both values lie below full CI.

**Q.** Then solve the Dyson equation with that \(\Sigma\). Does this repair the energy?

**A.** It repairs the agreement of the routes. The conditions must be checked first. From the form of \(\chi\), \(W^c_{pr,qr}=-\sum_sw^s_{pr}w^s_{qr}\,2\Omega_s/(\nu'^2+\Omega_s^2)\) with \(w^s_{pr}=\sum_{ia}(pr|ia)\Delta_{ia}^{1/2}Z_{ia,s}\Omega_s^{-1/2}\). In the convolution the \(G_0\) pole sits at \(\nu'=-\nu-ix_r\). For empty \(r\) it lies in the lower half-plane; closing above picks \(\nu'=i\Omega_s\), where the Lorentzian of unit weight sets \(i\nu'=-\Omega_s\). For occupied \(r\) one closes below and \(i\nu'=+\Omega_s\). The two minus signs cancel:
\[
\Sigma_{c,pq}(z)=\sum_s\Big[\sum_i\frac{w^s_{pi}w^s_{qi}}{z-\varepsilon_i+\Omega_s}+\sum_a\frac{w^s_{pa}w^s_{qa}}{z-\varepsilon_a-\Omega_s}\Big].
\]
This has the form \(w(z-d)^{-1}w^T\) with \(d\) real and diagonal. Build the symmetric matrix \(\mathcal H\) with blocks \(f=h+\Sigma_{\rm HF}\), \(w\), \(w^T\), \(d\). The first block column \((g,y)\) of \((z-\mathcal H)^{-1}\) satisfies \((z-f)g-wy=1\) and \((z-d)y=w^Tg\); eliminating \(y\) gives \(g=(z-f-\Sigma_c)^{-1}=G\). So \(G\) has real poles, and its residues sum to the orbital block of the unit matrix. The Dyson equation with the bare \(h\) holds by construction. That no pole sits at \(\mu_0\) does not follow from this form; it must be read off the eigenvalues of \(\mathcal H\), and for Be the nearest one lies \(0.248\) Ha from \(\mu_0\). The static part of this \(\Sigma\) is \(\Sigma_{\rm HF}\), built from \(\gamma_0\) and not from the new \(\gamma\). With \(\mu_0=-0.016476\) Ha the imaginary-axis route gives
\[
-19.22645525+4.88828054-0.06177871=-14.39995342\ \text{Ha},
\]
and (a), summed over the eigenvalues of \(\mathcal H\), gives the same number. It lies \(0.0037\) Ha above full CI in this basis. That closeness deserves little weight. It does not survive a change of basis: the same energy lies \(0.021\) Ha below full CI in cc-pVDZ and \(0.048\) Ha below in cc-pCVDZ. Moreover this \(G\) has \(\mathrm{Tr}\,\gamma=4.002878\), an excess of \(0.0029\) electrons over \(N=4\). For the exact \(G\) the count \(\mathrm{Tr}\,\gamma=N\) came from the state \(|0\rangle\); the Dyson equation and the sum rule alone do not fix how much weight lies below \(\mu_0\), and here the energy belongs to a density matrix with the wrong particle number.

## Calculated quantities

```
model: E0 = -5.32137717, E_GM = -5.32137717 Ha
model + 3-body: <W> = 0.09911557, E_GM - E0 = 0.04955778 Ha
Be, STO-3G, full CI, 10 spin orbitals, N = 4
E0 (PySCF FCI) = -14.40365511 Ha
E_GM spectral  = -14.40365511 Ha = -391.9434 eV
E_N - E_N-1 = -0.305455 Ha, E_N+1 - E_N = 0.238747 Ha
mu (midgap) = -0.033354 Ha
removal poles: eps (Ha), Tr R, Tr hR (Ha), (eps TrR + Tr hR)/2 (Ha)
   -4.479605  1.998383  -15.701360  -12.326663
   -0.305455  1.791438   -3.149384   -1.848294
   -0.452277  0.208460   -0.340656   -0.217469
   -4.946189  0.001261   -0.009922   -0.008080
  -10.619119  0.000275   -0.002157   -0.002537
  other poles: Tr R = 0.000184, energy = -0.000612 Ha
int w Tr A below mu = -9.60353079 Ha
<T> = Tr h gamma = -19.20377942 Ha, <V> = 4.80012431 Ha
1/2 Tr Sinf gamma = 4.94709676 Ha
Uc = -0.14697245 Ha = -3.9993 eV
1/4 Tr Sinf = 5.22992300 Ha
int_0^inf Re Tr Sigma G/2pi = -0.42979869 Ha
  Re Tr Sigma_c G at nu = 0.01 Ha: -1.688500
  Re Tr Sigma_c G at nu = 0.30 Ha: -0.921439
  Re Tr Sigma_c G at nu = 1.00 Ha: -0.188559
  Re Tr Sigma_c G at nu = 5.00 Ha: -0.009010
nu^2 Re Tr Sigma_c G at nu = 1000 Ha: -0.244280 Ha^2, Tr S1 = 0.244283 Ha^2
mu = -0.378866 Ha (outside gap): trace shifts by -1.301090 Ha
HF eps 1s, 2s, 2p = -4.483992, -0.254038, 0.221086 Ha; mu0 = -0.016476 Ha
HF h_1s1s, h_2s2s = -7.857501, -1.756350 Ha; E_HF from GM = -14.35188048 Ha
E0 - E_HF = -0.05177463 Ha; <T> + 1/2 Tr Sinf gamma - E_HF = 0.09519782 Ha
Uc[Sigma_GW, G0] = -0.06403601 Ha; from chi: -0.06403601 Ha
dEc_RPA/dlambda = -0.06403601 Ha; Ec_RPA = -0.03636455 Ha
E_HF + Uc[G0] = -14.41591649 Ha; E_HF + Ec_RPA = -14.38824502 Ha
Dyson G0W0: Tr gamma = 4.002878, Tr h gamma = -19.22645525 Ha
Dyson G0W0: 1/2 Tr S_HF gamma = 4.88828054 Ha, Uc = -0.06177871 Ha
Dyson G0W0: E spectral = -14.39995342 Ha, E axis = -14.39995342 Ha
```
